# Desorption energy from a first-order thermal desorption peak: verification in Python

```python
"""First-order thermal desorption under linear heating.

Result under test: if the desorption rate peaks at temperature T_peak, then
x = E/(kB*T_peak) solves x*exp(x) = nu*T_peak/beta.
E: desorption energy (eV), nu: prefactor (1/s), beta: heating rate (K/s),
theta: coverage, kB: Boltzmann constant (eV/K).
The independent road integrates d(theta)/dt = -nu*exp(-E/(kB*T))*theta
and finds the maximum of the simulated rate.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn

kB = const.k / const.e
eV_to_kJmol = const.e * const.N_A / 1000.0

T_peak = 450.0
beta = 2.0
nu = 1.0e13
T_start, T_end = 300.0, 530.0


def energy_from_peak(prefactor):
    """Root of the peak equation in logarithmic form, energy in eV."""
    log_ratio = np.log(prefactor * T_peak / beta)
    root = brentq(lambda y: y + np.log(y) - log_ratio, 1.0, 100.0,
                  xtol=1e-13)
    return root * kB * T_peak


def simulate(energy, prefactor, theta0=1.0):
    """Integrate the rate equation; return peak T, coverage and rate."""
    def rate_constant(T):
        return prefactor * np.exp(-energy / (kB * T))

    def rhs(t, theta):
        return -rate_constant(T_start + beta * t) * theta

    run = solve_ivp(rhs, (0.0, (T_end - T_start) / beta), [theta0],
                    method="DOP853", rtol=1e-11, atol=1e-14,
                    max_step=0.5, dense_output=True)
    assert run.success

    def coverage(T):
        return run.sol((T - T_start) / beta)[0]

    def rate(T):
        return rate_constant(T) * coverage(T)

    grid = np.linspace(T_start, T_end, 461)
    top = grid[np.argmax(rate(grid))]
    best = minimize_scalar(lambda T: -rate(T), bounds=(top - 1, top + 1),
                           method="bounded", options={"xatol": 1e-6})
    return best.x, coverage, rate


# Energy from the peak equation
E = energy_from_peak(nu)
x = E / (kB * T_peak)
L = np.log(nu * T_peak / beta)

# Energy from simulated signals alone
E_sim = brentq(lambda e: simulate(e, nu)[0] - T_peak, 1.15, 1.35,
               xtol=1e-7)
assert abs(E_sim - E) < 1e-4
assert abs(E * eV_to_kJmol - 119.0) < 0.5

# One maximum; points with negligible signal are left out
T_sim, coverage, rate = simulate(E, nu)
grid = np.linspace(T_start, T_end, 461)
signal = rate(grid)
signal = signal[signal > 1e-6 * signal.max()]
i_top = np.argmax(signal)
assert 0 < i_top < len(signal) - 1
assert np.all(np.diff(signal[:i_top + 1]) > 0)
assert np.all(np.diff(signal[i_top:]) < 0)

# Peak position does not depend on initial coverage
T_quarter = simulate(E, nu, theta0=0.25)[0]
assert abs(T_sim - T_peak) < 0.01
assert abs(T_quarter - T_sim) < 0.01

# Coverage left at the peak
left_formula = np.exp(-x * np.exp(x) * expn(2, x))
left_large_x = np.exp(-(1.0 - 2.0 / x))
left_sim = coverage(T_peak)
assert abs(left_formula - left_sim) < 1e-6
assert abs(left_large_x - left_sim) < 0.01
assert left_sim > np.exp(-1.0)

# Fixed-point iteration and its error factor
iterates = [30.0]
for _ in range(4):
    iterates.append(L - np.log(iterates[-1]))
error_factor = (iterates[2] - x) / (iterates[1] - x)
assert abs(error_factor * x + 1.0) < 0.02
assert abs(iterates[-1] - x) < 1e-4

# Shift of the peak with energy at fixed prefactor
slope = T_peak / E * (1.0 + x) / (2.0 + x)
h = 0.02
slope_sim = (simulate(E + h, nu)[0] - simulate(E - h, nu)[0]) / (2 * h)
assert abs(slope_sim / slope - 1.0) < 2e-3
extra_binding = 0.10
T_stronger = simulate(E + extra_binding, nu)[0]
assert abs(T_stronger - T_peak - slope * extra_binding) < 0.5

# Other energy-prefactor pairs with the same peak temperature
nu_low, nu_high = nu / 10.0, nu * 10.0
E_low, E_high = energy_from_peak(nu_low), energy_from_peak(nu_high)
for energy, prefactor in ((E_low, nu_low), (E_high, nu_high)):
    assert abs(simulate(energy, prefactor)[0] - T_peak) < 0.01

print(f"Peak temperature: {T_peak:.1f} K")
print(f"Heating rate: {beta:.1f} K/s")
print(f"Prefactor: {nu:.1e} 1/s")
print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"Thermal energy at the peak: {kB * T_peak:.6f} eV")
print(f"nu*T_peak/beta: {nu * T_peak / beta:.3e} (no unit)")
print(f"L = ln(nu*T_peak/beta): {L:.5f} (no unit)")
for n, value in enumerate(iterates):
    print(f"Iterate {n} of x: {value:.5f} (no unit)")
print(f"Error factor, iterate 1 to 2: {error_factor:.4f} (no unit)")
print(f"Minus 1/x: {-1.0 / x:.4f} (no unit)")
print(f"Root x: {x:.5f} (no unit)")
print(f"Desorption energy, peak equation: {E:.5f} eV")
print(f"Desorption energy, simulation: {E_sim:.5f} eV")
print(f"Desorption energy, converted: {E * eV_to_kJmol:.2f} kJ/mol")
print(f"Rate constant at the peak: {nu * np.exp(-x):.4f} 1/s")
print(f"Simulated peak, full initial layer: {T_sim:.2f} K")
print(f"Simulated peak, quarter layer: {T_quarter:.2f} K")
print(f"Fraction left at peak, formula: {left_formula:.5f} (no unit)")
print(f"Fraction left at peak, simulation: {left_sim:.5f} (no unit)")
print(f"Fraction left, large-x estimate: {left_large_x:.5f} (no unit)")
print(f"Peak shift per energy, formula: {slope:.2f} K/eV")
print(f"Peak shift per energy, simulation: {slope_sim:.2f} K/eV")
print(f"Extra binding of second geometry: {extra_binding:.2f} eV")
print(f"Simulated peak of second geometry: {T_stronger:.2f} K")
print(f"Energy if prefactor is {nu_low:.1e} 1/s: {E_low:.4f} eV")
print(f"Energy if prefactor is {nu_high:.1e} 1/s: {E_high:.4f} eV")
print("verified")
```

Output:

```
Peak temperature: 450.0 K
Heating rate: 2.0 K/s
Prefactor: 1.0e+13 1/s
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy at the peak: 0.038778 eV
nu*T_peak/beta: 2.250e+15 (no unit)
L = ln(nu*T_peak/beta): 35.34971 (no unit)
Iterate 0 of x: 30.00000 (no unit)
Iterate 1 of x: 31.94851 (no unit)
Iterate 2 of x: 31.88558 (no unit)
Iterate 3 of x: 31.88755 (no unit)
Iterate 4 of x: 31.88749 (no unit)
Error factor, iterate 1 to 2: -0.0313 (no unit)
Minus 1/x: -0.0314 (no unit)
Root x: 31.88749 (no unit)
Desorption energy, peak equation: 1.23653 eV
Desorption energy, simulation: 1.23653 eV
Desorption energy, converted: 119.31 kJ/mol
Rate constant at the peak: 0.1417 1/s
Simulated peak, full initial layer: 450.00 K
Simulated peak, quarter layer: 450.00 K
Fraction left at peak, formula: 0.38964 (no unit)
Fraction left at peak, simulation: 0.38964 (no unit)
Fraction left, large-x estimate: 0.39169 (no unit)
Peak shift per energy, formula: 353.18 K/eV
Peak shift per energy, simulation: 353.18 K/eV
Extra binding of second geometry: 0.10 eV
Simulated peak of second geometry: 485.28 K
Energy if prefactor is 1.0e+12 1/s: 1.1501 eV
Energy if prefactor is 1.0e+14 1/s: 1.3232 eV
verified
```
